# Binding energy of a two-dimensional exciton with uniform screening: a numerical check

```python
"""Binding energy of a two-dimensional hydrogen-like exciton.

Result under test: for H = -(hbar^2/2 mu) Laplacian - k/r in a plane,
with k = e^2/(4 pi eps0 eps), the ground state is exp(-2 r/a) and the
binding energy is 4 Ry mu_r / eps^2.
  mu_r : reduced mass in units of the free-electron mass
  eps  : uniform relative dielectric constant
  a    : effective Bohr radius, a_B eps / mu_r
  Ry   : Rydberg energy
Energies are in eV and lengths in angstrom.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal

RYDBERG = const.physical_constants["Rydberg constant times hc in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10


def hamiltonian_constants(mu_r, eps):
    """Return hbar^2/(2 mu) in eV A^2 and k in eV A."""
    kinetic = const.hbar**2 / (2 * mu_r * const.m_e) / const.e * 1e20
    coulomb = const.e / (4 * np.pi * const.epsilon_0 * eps) * 1e10
    return kinetic, coulomb


def grid_ground_state(mu_r, eps, dim, r_max=150.0, cells=7500):
    """Lowest isotropic state in dim dimensions by finite volumes.

    Returns energy, mean radius and mean potential energy.
    """
    kinetic, coulomb = hamiltonian_constants(mu_r, eps)
    edges = np.linspace(0.0, r_max, cells + 1)
    step = edges[1] - edges[0]
    centre = 0.5 * (edges[1:] + edges[:-1])
    area = edges**(dim - 1)
    volume = np.diff(edges**dim) / dim
    inverse_r = np.diff(area) / (dim - 1) / volume
    diagonal = kinetic * (area[1:] + area[:-1]) / (step * volume)
    diagonal = diagonal - coulomb * inverse_r
    off = -kinetic * area[1:-1] / step
    off = off / np.sqrt(volume[1:] * volume[:-1])
    energy, vector = eigh_tridiagonal(diagonal, off, select="i",
                                      select_range=(0, 0))
    weight = vector[:, 0]**2
    weight = weight / weight.sum()
    return (energy[0], np.sum(weight * centre),
            -coulomb * np.sum(weight * inverse_r))


def close(value, target, rel):
    return abs(value - target) <= rel * abs(target)


# Model parameters
mass_electron, mass_hole = 0.5, 0.5
eps = 5.0
transport_gap = 2.0

# Derived formulas
mu_r = 1 / (1 / mass_electron + 1 / mass_hole)
a_eff = BOHR * eps / mu_r
ry_eff = RYDBERG * mu_r / eps**2
decay = 2 / a_eff
binding = 4 * ry_eff
kinetic, coulomb = hamiltonian_constants(mu_r, eps)

# Effective scales against their definitions from H
assert close(a_eff, 2 * kinetic / coulomb, 1e-7)
assert close(ry_eff, coulomb / (2 * a_eff), 1e-7)

# Separation of centre-of-mass and relative motion (hbar = 1),
# along one axis, with unequal masses
xe, xh, u = sp.symbols("xe xh u", real=True)
m1, m2, q = sp.Rational(3, 10), sp.Rational(7, 10), sp.Rational(4, 5)
total = m1 + m2
reduced = m1 * m2 / total
relative = sp.exp(-u**2)
pair = (sp.exp(sp.I * q * (m1 * xe + m2 * xh) / total)
        * relative.subs(u, xe - xh))
pair_kinetic = (-sp.diff(pair, xe, 2) / (2 * m1)
                - sp.diff(pair, xh, 2) / (2 * m2)) / pair
split = (q**2 / (2 * total)
         - (sp.diff(relative, u, 2) / (2 * reduced * relative)
            ).subs(u, xe - xh))
for point in ((0.3, -0.4), (1.1, 0.2)):
    values = {xe: point[0], xh: point[1]}
    assert abs(complex(sp.N((pair_kinetic - split).subs(values)))) < 1e-10

# Eigenvalue equation in Cartesian coordinates
x, y = sp.symbols("x y", real=True)
radius = sp.sqrt(x**2 + y**2)
psi = sp.exp(-decay * radius)
local_energy = (-kinetic * (sp.diff(psi, x, 2) + sp.diff(psi, y, 2)) / psi
                - coulomb / radius)
for point in ((1.0, 2.0), (-7.0, 3.0), (0.5, -15.0)):
    value = float(sp.N(local_energy.subs({x: point[0], y: point[1]})))
    assert close(value, -binding, 1e-6)

# Completed-square identity on a lopsided Gaussian trial function
width = 12.0
nodes, weights = np.polynomial.legendre.leggauss(200)
r = 50.0 * (nodes + 1)[:, None]
radial_weight = 50.0 * weights[:, None]
angle = 2 * np.pi * np.arange(16)[None, :] / 16
measure = radial_weight * r * (2 * np.pi / 16)
gauss = np.exp(-r**2 / width**2)
shape = 1 + r * np.cos(angle) / width
trial = shape * gauss
slope_r = (np.cos(angle) / width - 2 * r / width**2 * shape) * gauss
slope_angle = -np.sin(angle) / width * gauss
norm = np.sum(measure * trial**2)
trial_energy = np.sum(measure * (kinetic * (slope_r**2 + slope_angle**2)
                                 - coulomb * trial**2 / r)) / norm
square = kinetic * np.sum(measure * ((slope_r + decay * trial)**2
                                     + slope_angle**2)) / norm
assert close(trial_energy + binding, square, 1e-6)
assert trial_energy > -binding

# Grid diagonalization; tolerances allow for the finite cell size
energy_2d, radius_2d, potential_2d = grid_ground_state(mu_r, eps, 2)
energy_3d, _, _ = grid_ground_state(mu_r, eps, 3)
energy_heavy, _, _ = grid_ground_state(2 * mu_r, eps, 2)
energy_screened, _, _ = grid_ground_state(mu_r, 2 * eps, 2)
kinetic_2d = energy_2d - potential_2d
assert close(-energy_2d, binding, 1e-3)
assert close(-energy_3d, ry_eff, 1e-3)
assert close(energy_2d / energy_3d, 4, 1e-3)
assert close(energy_heavy / energy_2d, 2, 1e-3)
assert close(energy_screened / energy_2d, 0.25, 1e-3)
assert close(radius_2d, a_eff / 2, 1e-3)
assert close(potential_2d, -8 * ry_eff, 2e-3)
assert close(kinetic_2d, 4 * ry_eff, 4e-3)
assert abs(binding - 0.54) < 0.005

exciton_energy = transport_gap - binding
kj_per_mol = binding * const.e * const.N_A / 1000

print(f"electron mass: {mass_electron:.2f} m_e")
print(f"hole mass: {mass_hole:.2f} m_e")
print(f"reduced mass: {mu_r:.2f} m_e")
print(f"dielectric constant: {eps:.1f}")
print(f"chosen transport gap: {transport_gap:.2f} eV")
print(f"Rydberg energy: {RYDBERG:.4f} eV")
print(f"Bohr radius: {BOHR:.4f} angstrom")
print(f"hbar^2/(2 mu): {kinetic:.4f} eV angstrom^2")
print(f"Coulomb strength k: {coulomb:.4f} eV angstrom")
print(f"effective Bohr radius a: {a_eff:.3f} angstrom")
print(f"effective Rydberg Ry*: {ry_eff:.4f} eV")
print(f"decay constant 2/a: {decay:.4f} 1/angstrom")
print(f"2D binding energy, formula: {binding:.4f} eV")
print(f"2D binding energy, converted: {kj_per_mol:.1f} kJ/mol")
print(f"2D binding energy, grid: {-energy_2d:.4f} eV")
print(f"3D binding energy, grid: {-energy_3d:.4f} eV")
print(f"ratio 2D/3D, grid: {energy_2d / energy_3d:.4f}")
print(f"2D binding, doubled mass, grid: {-energy_heavy:.4f} eV")
print(f"2D binding, doubled eps, grid: {-energy_screened:.4f} eV")
print(f"mean radius, formula a/2: {a_eff / 2:.3f} angstrom")
print(f"mean radius, grid: {radius_2d:.3f} angstrom")
print(f"mean potential energy, formula: {-8 * ry_eff:.4f} eV")
print(f"mean potential energy, grid: {potential_2d:.4f} eV")
print(f"mean kinetic energy, formula: {4 * ry_eff:.4f} eV")
print(f"mean kinetic energy, grid: {kinetic_2d:.4f} eV")
print(f"trial Gaussian width: {width:.1f} angstrom")
print(f"trial function energy: {trial_energy:.4f} eV")
print(f"trial excess from the square: {square:.4f} eV")
print(f"lowest exciton energy: {exciton_energy:.4f} eV")
print("done: every assertion held")
```

Running it gives:

```
electron mass: 0.50 m_e
hole mass: 0.50 m_e
reduced mass: 0.25 m_e
dielectric constant: 5.0
chosen transport gap: 2.00 eV
Rydberg energy: 13.6057 eV
Bohr radius: 0.5292 angstrom
hbar^2/(2 mu): 15.2399 eV angstrom^2
Coulomb strength k: 2.8799 eV angstrom
effective Bohr radius a: 10.584 angstrom
effective Rydberg Ry*: 0.1361 eV
decay constant 2/a: 0.1890 1/angstrom
2D binding energy, formula: 0.5442 eV
2D binding energy, converted: 52.5 kJ/mol
2D binding energy, grid: 0.5442 eV
3D binding energy, grid: 0.1361 eV
ratio 2D/3D, grid: 4.0000
2D binding, doubled mass, grid: 1.0884 eV
2D binding, doubled eps, grid: 0.1361 eV
mean radius, formula a/2: 5.292 angstrom
mean radius, grid: 5.292 angstrom
mean potential energy, formula: -1.0885 eV
mean potential energy, grid: -1.0884 eV
mean kinetic energy, formula: 0.5442 eV
mean kinetic energy, grid: 0.5442 eV
trial Gaussian width: 12.0 angstrom
trial function energy: -0.2874 eV
trial excess from the square: 0.2568 eV
lowest exciton energy: 1.4558 eV
done: every assertion held
```
